# Landau parameters of the Gutzwiller metal near the Brinkman–Rice point: a numerical check

```python
"""
Landau parameters of the half-filled Hubbard model, Gutzwiller approximation.
Result under test, for a symmetric band with finite density of states at e=0:
    m*/m = 1/(1-I^2)
    F0a  = -p*(1 - 1/(1+I)^2)
    F0s  =  p*(1/(1-I)^2 - 1)
I = U/Uc, Uc = 8|e0|, p = 4*rho(0)*|e0|
e0  : uncorrelated band energy per site, both spins, at half filling
rho : density of states per site and spin;  d : double occupancy per site
n = n_up + n_dn;  m = n_up - n_dn;  q : hopping reduction factor
Energies are in eV. The numerical side minimizes the full spin-resolved
energy over d and differentiates it by finite differences.
"""
import numpy as np
from math import sqrt, exp, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def hop_factor(n_same, n_other, d):
    """Gutzwiller reduction of the hopping of one spin species."""
    empty = max(1.0 - n_same - n_other + d, 0.0)
    single_same = max(n_same - d, 0.0)
    single_other = max(n_other - d, 0.0)
    amplitude = sqrt(single_same * empty) + sqrt(d * single_other)
    return amplitude**2 / (n_same * (1.0 - n_same))


class Band:
    """Symmetric band; rho(e) is supported on [-edge, edge]."""

    def __init__(self, name, rho, edge):
        self.name, self.rho, self.edge = name, rho, edge
        half = quad(rho, 0, edge, epsabs=1e-12, limit=200)[0]
        assert abs(half - 0.5) < 1e-8
        self.rho0 = rho(0.0)
        self.e0 = -2 * quad(lambda e: e * rho(e), 0, edge,
                            epsabs=1e-12, limit=200)[0]
        self.uc = 8 * abs(self.e0)
        self.p = 4 * self.rho0 * abs(self.e0)

    def energy(self, filling):
        """Band energy of one spin species at the given filling."""
        extra = filling - 0.5
        if extra == 0.0:
            return self.e0 / 2
        mu = brentq(lambda x: quad(self.rho, 0, x)[0] - extra,
                    -self.edge, self.edge)
        return self.e0 / 2 + quad(lambda e: e * self.rho(e), 0, mu)[0]


def minimize_d(n_up, n_dn, t_up, t_dn, U):
    """Minimum over d for given densities and bare band energies."""
    low, high = max(0.0, n_up + n_dn - 1.0), min(n_up, n_dn)
    result = minimize_scalar(
        lambda d: hop_factor(n_up, n_dn, d) * t_up
        + hop_factor(n_dn, n_up, d) * t_dn + U * d,
        bounds=(low, high), method="bounded", options={"xatol": 1e-12})
    return result.fun, result.x


def ground(band, U, n, m):
    n_up, n_dn = (n + m) / 2, (n - m) / 2
    return minimize_d(n_up, n_dn, band.energy(n_up), band.energy(n_dn), U)


def curvature_m(band, U, step=1e-3):
    e_mid = ground(band, U, 1.0, 0.0)[0]
    return 2 * (ground(band, U, 1.0, step)[0] - e_mid) / step**2


def curvature_n(band, U, step):
    e_mid = ground(band, U, 1.0, 0.0)[0]
    e_plus = ground(band, U, 1.0 + step, 0.0)[0]
    e_minus = ground(band, U, 1.0 - step, 0.0)[0]
    return (e_plus + e_minus - 2 * e_mid) / step**2


def numeric_landau(band, I):
    U = I * band.uc
    d = ground(band, U, 1.0, 0.0)[1]
    q = hop_factor(0.5, 0.5, d)
    dos_star = 2 * band.rho0 / q
    f_a = dos_star * curvature_m(band, U) - 1
    f_s = dos_star * curvature_n(band, U, 0.004 * (1 - I)) - 1
    return d, q, f_a, f_s


def formula_a(p, I):
    return -p * (1 - 1 / (1 + I)**2)


def formula_s(p, I):
    return p * (1 / (1 - I)**2 - 1)


# Hopping factor from explicit local matrices; basis: empty, up, dn, double
c_up = np.zeros((4, 4))
c_up[0, 1] = c_up[2, 3] = 1.0
c_dn = np.zeros((4, 4))
c_dn[0, 2], c_dn[1, 3] = 1.0, -1.0
for nu, nd, dd in [(0.5, 0.5, 0.1), (0.6, 0.3, 0.12), (0.45, 0.7, 0.25)]:
    free = np.array([(1-nu)*(1-nd), nu*(1-nd), (1-nu)*nd, nu*nd])
    corr = np.array([1-nu-nd+dd, nu-dd, nd-dd, dd])
    P = np.diag(np.sqrt(corr / free))
    for c, a, b in [(c_up, nu, nd), (c_dn, nd, nu)]:
        z = np.trace(np.diag(free) @ P @ c.T @ P @ c) / a
        assert abs(z**2 - hop_factor(a, b, dd)) < 1e-12

# Doping and polarization give the same hopping factor after relabelling d
for x, s in [(0.1, 0.05), (0.2, 0.3), (0.35, 0.12)]:
    q_field = hop_factor((1 + s) / 2, (1 - s) / 2, 0.5 - x)
    q_doped = hop_factor((1 - s) / 2, (1 - s) / 2, x - s / 2)
    assert abs(q_field - q_doped) < 1e-12

# Flat band: approach to the Brinkman-Rice point
D = 2.0
flat = Band("flat", lambda e: 1 / (2 * D), D)
print(f"Flat band width = {2*D:.3f} eV")
print(f"rho(0) = {flat.rho0:.4f} 1/eV per spin; e0 = {flat.e0:.4f} eV")
print(f"Uc = {flat.uc:.4f} eV = {flat.uc/HARTREE_EV:.5f} hartree")
print(f"p (flat) = {flat.p:.5f}")
print("Minimized energy: I, d, m*/m, F0a, F0s, F0s*(1-I)^2")
for I in (0.25, 0.5, 0.75, 0.9, 0.99):
    d, q, fa, fs = numeric_landau(flat, I)
    assert abs(d - (1 - I) / 4) < 1e-6
    assert abs(q / (1 - I**2) - 1) < 1e-4
    assert abs(fa - formula_a(flat.p, I)) < 1e-3
    assert abs(fs / formula_s(flat.p, I) - 1) < 1e-3
    print(f"  {I:.2f} {d:.5f} {1/q:.4f} {fa:.4f} {fs:.3f} "
          f"{fs*(1-I)**2:.4f}")

# Worked example
U = 6.0
I = U / flat.uc
energy0, d0 = ground(flat, U, 1.0, 0.0)
q0 = hop_factor(0.5, 0.5, d0)
assert abs(energy0 + abs(flat.e0) * (1 - I)**2) < 1e-10
dos_star = 2 * flat.rho0 / q0
Fa, Fs = formula_a(flat.p, I), formula_s(flat.p, I)
chi, kappa = dos_star / (1 + Fa), dos_star / (1 + Fs)
chi0 = 2 * flat.rho0
assert abs(chi / chi0 - (1 + I) / (1 - I)) < 1e-5
assert abs(kappa / chi0 - (1 - I) / (1 + I)) < 1e-5
print(f"Example U = {U:.3f} eV, I = {I:.4f}")
print(f"d = {d0:.5f}; q = {q0:.5f}; m*/m = {1/q0:.4f}")
print(f"energy per site = {energy0:.5f} eV")
print(f"F0a = {Fa:.5f}; F0s = {Fs:.4f} (formulas)")
print(f"free chi0 = kappa0 = {chi0:.4f} 1/eV; N* = {dos_star:.4f} 1/eV")
print(f"chi = {chi:.4f} 1/eV; kappa = {kappa:.5f} 1/eV")
print(f"chi/chi0 = {chi/chi0:.4f}; kappa/kappa0 = {kappa/chi0:.5f}")
print(f"1/(1+F0a) = {1/(1+Fa):.4f}")

# Direct response to a Zeeman energy and to a chemical-potential shift
h = 0.001
m_h = minimize_scalar(lambda m: ground(flat, U, 1.0, m)[0] - h * m,
                      bounds=(0, 0.03), method="bounded",
                      options={"xatol": 1e-9}).x
shift = 0.01
n_mu = minimize_scalar(
    lambda a: ground(flat, U, 1.0 + a, 0.0)[0] - (U/2 + shift) * a,
    bounds=(-0.005, 0.01), method="bounded", options={"xatol": 1e-10}).x
assert abs(m_h / (chi * h) - 1) < 2e-3
assert abs(n_mu / (kappa * shift) - 1) < 2e-3
print(f"Zeeman energy {h:.4f} eV: m = {m_h:.6f}, chi*h = {chi*h:.6f}")
print(f"mu shift {shift:.3f} eV: n-1 = {n_mu:.6f}, "
      f"kappa*shift = {kappa*shift:.6f}")

# Quasiparticle energies and interaction from the occupation functional
half_e0 = flat.e0 / 2
eta = 2e-4
for level in (-1.0, 0.0, 1.0):
    up = minimize_d(0.5+eta, 0.5, half_e0+eta*level, half_e0, U)[0]
    down = minimize_d(0.5-eta, 0.5, half_e0-eta*level, half_e0, U)[0]
    assert abs((up - down) / (2 * eta) - (q0 * level + U / 2)) < 1e-3


def fermi_surface_energy(a, b):
    """Energy after adding a up and b down quasiparticles at e = 0."""
    return minimize_d(0.5 + a, 0.5 + b, half_e0, half_e0, U)[0]


fse = fermi_surface_energy
f_uu = (fse(eta, 0) + fse(-eta, 0) - 2 * fse(0, 0)) / eta**2
f_ud = (fse(eta, eta) + fse(-eta, -eta)
        - fse(eta, -eta) - fse(-eta, eta)) / (4 * eta**2)
Fs_direct = dos_star * (f_uu + f_ud) / 2
Fa_direct = dos_star * (f_uu - f_ud) / 2
assert abs(Fs_direct / Fs - 1) < 2e-3 and abs(Fa_direct - Fa) < 5e-3
print(f"Interaction f_upup = {f_uu:.3f} eV, f_updn = {f_ud:.3f} eV")
print(f"F0a, F0s from interaction = {Fa_direct:.4f}, {Fs_direct:.3f}")

# Doping at U equals polarization at -U; freezing d is wrong by Uc
k_relaxed = curvature_n(flat, U, eta)
k_attractive = curvature_m(flat, -U, eta)
assert abs(k_relaxed / k_attractive - 1) < 1e-4


def frozen_energy(n):
    return (2 * hop_factor(n/2, n/2, d0) * flat.energy(n/2) + U * d0)


k_frozen = (frozen_energy(1+eta) + frozen_energy(1-eta)
            - 2 * frozen_energy(1.0)) / eta**2
assert abs((k_frozen - k_relaxed) / flat.uc - 1) < 2e-3
wide = 1e-3
slope = (ground(flat, U, 1+wide, 0)[1]
         - ground(flat, U, 1-wide, 0)[1]) / (2 * wide)
assert abs(slope - 0.5) < 1e-3
print(f"d2E/dn2 relaxed = {k_relaxed:.3f} eV; frozen d = {k_frozen:.3f} eV")
print(f"d2E/dm2 at -U = {k_attractive:.3f} eV; dd/dn = {slope:.4f}")

# Weak coupling
U_weak = 0.01
_, _, fa_weak, fs_weak = numeric_landau(flat, U_weak / flat.uc)
assert abs(fa_weak / (-flat.rho0 * U_weak) - 1) < 0.01
assert abs(fs_weak / (flat.rho0 * U_weak) - 1) < 0.01
print(f"U = {U_weak:.3f} eV: F0a = {fa_weak:.6f}, F0s = {fs_weak:.6f}, "
      f"rho(0)*U = {flat.rho0*U_weak:.6f}")

# Other band shapes
bands = [
    Band("central dip", lambda e: (0.5 + 1.5*(e/D)**2) / (2*D), D),
    Band("parabolic", lambda e: 0.75 * (1 - (e/D)**2) / D, D),
    Band("semicircle",
         lambda e: 2 * sqrt(max(D*D - e*e, 0.0)) / (pi*D*D), D),
    Band("Gaussian", lambda e: exp(-e*e/2) / sqrt(2*pi), 12.0),
]
print("Band shape: p, F0a at I=0.9 (minimized), limit -3p/4")
for band in bands:
    _, _, fa, fs = numeric_landau(band, 0.9)
    assert abs(fa - formula_a(band.p, 0.9)) < 2e-3
    assert abs(fs / formula_s(band.p, 0.9) - 1) < 2e-3
    samples = [band.rho(e) for e in np.linspace(0, band.edge, 201)]
    if max(samples) <= band.rho0:
        assert band.p >= 1
    else:
        assert band.p < 1
    print(f"  {band.name}: {band.p:.4f}, {fa:.4f}, {-0.75*band.p:.4f}")

# Sharply peaked band: uniform spin instability before I = 1
peaked = Band("two-sided exponential", lambda e: 0.5 * exp(-abs(e)), 40.0)
I_spin = 1 / sqrt(1 - 1 / peaked.p) - 1
below = curvature_m(peaked, (I_spin - 0.02) * peaked.uc, 2e-4)
above = curvature_m(peaked, (I_spin + 0.02) * peaked.uc, 2e-4)
assert peaked.p > 4 / 3 and below > 0 > above
print(f"{peaked.name}: p = {peaked.p:.4f}, instability I = {I_spin:.4f}")
print(f"  d2E/dm2 at I-0.02, I+0.02 = {below:.4f}, {above:.4f} eV")
print("tests ok")
```

It prints:

```
Flat band width = 4.000 eV
rho(0) = 0.2500 1/eV per spin; e0 = -1.0000 eV
Uc = 8.0000 eV = 0.29399 hartree
p (flat) = 1.00000
Minimized energy: I, d, m*/m, F0a, F0s, F0s*(1-I)^2
  0.25 0.18750 1.0667 -0.3600 0.778 0.4375
  0.50 0.12500 1.3333 -0.5556 3.000 0.7500
  0.75 0.06250 2.2857 -0.6735 15.000 0.9375
  0.90 0.02500 5.2632 -0.7230 98.993 0.9899
  0.99 0.00250 50.2513 -0.7475 9991.144 0.9991
Example U = 6.000 eV, I = 0.7500
d = 0.06250; q = 0.43750; m*/m = 2.2857
energy per site = -0.06250 eV
F0a = -0.67347; F0s = 15.0000 (formulas)
free chi0 = kappa0 = 0.5000 1/eV; N* = 1.1429 1/eV
chi = 3.5000 1/eV; kappa = 0.07143 1/eV
chi/chi0 = 7.0000; kappa/kappa0 = 0.14286
1/(1+F0a) = 3.0625
Zeeman energy 0.0010 eV: m = 0.003500, chi*h = 0.003500
mu shift 0.010 eV: n-1 = 0.000714, kappa*shift = 0.000714
Interaction f_upup = 12.536 eV, f_updn = 13.714 eV
F0a, F0s from interaction = -0.6734, 15.000
d2E/dn2 relaxed = 14.000 eV; frozen d = 22.000 eV
d2E/dm2 at -U = 14.000 eV; dd/dn = 0.5000
U = 0.010 eV: F0a = -0.002495, F0s = 0.002505, rho(0)*U = 0.002500
Band shape: p, F0a at I=0.9 (minimized), limit -3p/4
  central dip: 0.6250, -0.4519, -0.4688
  parabolic: 1.1250, -0.8134, -0.8438
  semicircle: 1.0808, -0.7814, -0.8106
  Gaussian: 1.2732, -0.9205, -0.9549
two-sided exponential: p = 2.0000, instability I = 0.4142
  d2E/dm2 at I-0.02, I+0.02 = 0.0245, -0.0224 eV
tests ok
```
